# The Wannier-Stark ladder of a one-band tight-binding chain: a numerical check

```python
# Result under test: an electron on a tight-binding chain in a uniform field,
#   H = sum_n f n |n><n| - t sum_n (|n+1><n| + |n><n+1|),   f = e F d,
# has the levels E_m = m f (m integer) and the eigenstates
#   psi_m(n) = J_{n-m}(z),   z = 2 t / f   (J = Bessel function).
# t: hopping, d: site spacing, F: field, energies in meV measured from the
# site energy at n = 0. The infinite chain is represented by a long finite
# one, of which only the states far from the ends are compared.
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.special import jv, factorial

spacing_nm = 8.0
hopping = 15.0
fields = [0.5, 2.0, 8.0]          # MV/m
half_length = 60
inner = 30                        # levels |m| <= inner are compared
hbar = constants.hbar / constants.e * 1e15      # meV ps


def step_energy(field):
    """Potential energy step e F d in meV, for a field in MV/m."""
    return field * 1e6 * spacing_nm * 1e-9 * 1e3


def chain(f, half, second=0.0):
    """Hamiltonian matrix on the sites -half..half."""
    n = np.arange(-half, half + 1)
    h = np.diag(f * n.astype(float))
    h -= hopping * (np.eye(n.size, k=1) + np.eye(n.size, k=-1))
    h -= second * (np.eye(n.size, k=2) + np.eye(n.size, k=-2))
    return h


def phase_integral(q, z, a=0.0):
    """Mean over k of exp(i(q k - z sin k - a sin 2k)), periodic quadrature."""
    k = 2 * np.pi * np.arange(512) / 512
    phase = np.outer(q, k) - z * np.sin(k) - a * np.sin(2 * k)
    return np.exp(1j * phase).mean(axis=1)


sites = np.arange(-half_length, half_length + 1)
labels = np.arange(-inner, inner + 1)


def inner_states(h, f):
    """Levels and states in the window around the chain centre."""
    energy, vectors = np.linalg.eigh(h)
    keep = np.abs(energy) < (inner + 0.5) * f
    return energy[keep], vectors[:, keep], energy


print(f"site spacing d = {spacing_nm:.1f} nm")
print(f"hopping t = {hopping:.1f} meV, band width 4t = {4*hopping:.1f} meV")
print(f"long chain: {sites.size} sites")

for field in fields:
    f = step_energy(field)
    z = 2 * hopping / f
    energy, vectors, all_energy = inner_states(chain(f, half_length), f)

    # exactly one level per ladder rung, and none in between
    assert energy.size == labels.size
    ladder_error = np.max(np.abs(energy - labels * f))
    assert ladder_error < 1e-8

    # eigenvectors of the matrix against Bessel functions
    state_error = 0.0
    for column, m in enumerate(labels):
        bessel = jv(sites - m, z)
        vector = vectors[:, column]
        vector = vector * np.sign(vector @ bessel)
        state_error = max(state_error, np.max(np.abs(vector - bessel)))
    assert state_error < 1e-8

    # phase integral, recurrence and tail bound
    q = np.arange(-40, 41)
    integral = phase_integral(q, z)
    assert np.max(np.abs(integral - jv(q, z))) < 1e-12
    amp = integral.real
    assert np.allclose(amp[2:] + amp[:-2], 2 * q[1:-1] / z * amp[1:-1],
                       atol=1e-11)
    bound = (z / 2) ** np.abs(q) / factorial(np.abs(q))
    assert np.all(np.abs(amp) <= bound + 1e-13)

    # centre and width of a state taken from the diagonalization
    m = 7
    density = vectors[:, m + inner] ** 2
    centre = density @ sites
    rms = np.sqrt(density @ (sites - centre) ** 2)
    assert abs(centre - m) < 1e-8
    assert abs(rms - z / np.sqrt(2)) < 1e-8

    # absorption weights from site 0
    weights = vectors[half_length] ** 2
    assert np.max(np.abs(weights - jv(labels, z) ** 2)) < 1e-8
    second_moment = weights @ energy ** 2
    assert abs(weights.sum() - 1) < 1e-8
    assert abs(second_moment - 2 * hopping ** 2) < 1e-6

    print(f"--- field F = {field:.1f} MV/m")
    print(f"level spacing f = eFd = {f:.3f} meV, z = 2t/f = {z:.5f}")
    print(f"largest ladder error, |m|<={inner}: {ladder_error:.1e} meV")
    print(f"largest amplitude error: {state_error:.1e}")
    print(f"rms width: {rms:.4f} sites = {rms*spacing_nm:.2f} nm")
    print(f"Bloch period h/f = {2*np.pi*hbar/f:.4f} ps")
    print("line weights m=0,1,2,3: "
          + ", ".join(f"{weights[inner+j]:.4f}" for j in range(4)))
    print(f"second moment of lines: {second_moment:.3f} meV^2")

# details at the middle field
f = step_energy(fields[1])
z = 2 * hopping / f
h = chain(f, half_length)
energy, vectors, all_energy = inner_states(h, f)
print(f"--- details at F = {fields[1]:.1f} MV/m")
print("levels m=-2..2: " + ", ".join(
    f"{energy[inner+j] + 0.0:.3f}" for j in (-2, -1))
    + f", {abs(energy[inner]):.3f}, "
    + ", ".join(f"{energy[inner+j]:.3f}" for j in (1, 2)) + " meV")
central = vectors[:, inner] * np.sign(vectors[half_length, inner]
                                      * jv(0, z))
for j in range(-4, 5):
    print(f"amplitude of state m=0 on site {j:+d}: "
          f"{central[half_length+j]:+.5f}")

# the lowest level of the finite chain is an end state off the ladder
end_shift = all_energy[0] + half_length * f
assert abs(end_shift) > 0.1 * f
print(f"lowest level of long chain minus rung: {end_shift:.3f} meV")

# short chain: level error against the residual bound
short = 5
m = 2
short_energy = np.linalg.eigvalsh(chain(f, short))
deviation = np.min(np.abs(short_energy - m * f))
trial = jv(np.arange(-short, short + 1) - m, z)
residual = hopping * np.hypot(jv(short + 1 - m, z), jv(-short - 1 - m, z))
residual_bound = residual / np.linalg.norm(trial)
assert 1e-8 < deviation <= residual_bound
print(f"{2*short+1}-site chain, m={m}: level error {deviation:.4f} meV")
print(f"residual bound on that error: {residual_bound:.4f} meV")

# second-neighbour hopping: same ladder, different states
second = 6.0
energy2, vectors2, _ = inner_states(chain(f, half_length, second), f)
assert energy2.size == labels.size
error2 = np.max(np.abs(energy2 - labels * f))
assert error2 < 1e-8
predicted = phase_integral(sites, z, second / f).real
vector2 = vectors2[:, inner]
vector2 = vector2 * np.sign(vector2 @ predicted)
assert np.max(np.abs(vector2 - predicted)) < 1e-8
overlap = abs(vector2 @ jv(sites, z))
assert overlap < 0.98
print(f"second-neighbour hopping t2 = {second:.1f} meV: "
      f"ladder error {error2:.1e} meV")
print(f"overlap of its m=0 state with the Bessel state: {overlap:.4f}")

# return of a wave packet after one period, by direct propagation
period = 2 * np.pi * hbar / f
packet = np.exp(-sites ** 2 / 8.0 + 0.7j * sites)
packet /= np.linalg.norm(packet)
half_step = expm(-1j * h * period / (2 * hbar))
at_half = half_step @ packet
at_full = half_step @ at_half
return_half = abs(np.vdot(packet, at_half)) ** 2
return_full = abs(np.vdot(packet, at_full)) ** 2
assert abs(return_full - 1) < 1e-8
assert return_half < 0.9
print(f"packet return probability at half period: {return_half:.4f}")
print(f"packet return probability at full period: {return_full:.8f}")

# zero-field band edge
edge = np.linalg.eigvalsh(chain(0.0, half_length))[0]
assert abs(edge + 2 * hopping) < 0.02
print(f"zero-field lowest level, long chain: {edge:.3f} meV")
print(f"zero-field edge of infinite chain, -2t: {-2*hopping:.3f} meV")

print("all good")
```

It prints:

```
site spacing d = 8.0 nm
hopping t = 15.0 meV, band width 4t = 60.0 meV
long chain: 121 sites
--- field F = 0.5 MV/m
level spacing f = eFd = 4.000 meV, z = 2t/f = 7.50000
largest ladder error, |m|<=30: 2.8e-14 meV
largest amplitude error: 3.6e-15
rms width: 5.3033 sites = 42.43 nm
Bloch period h/f = 1.0339 ps
line weights m=0,1,2,3: 0.0709, 0.0183, 0.0530, 0.0666
second moment of lines: 450.000 meV^2
--- field F = 2.0 MV/m
level spacing f = eFd = 16.000 meV, z = 2t/f = 1.87500
largest ladder error, |m|<=30: 2.3e-13 meV
largest amplitude error: 4.8e-15
rms width: 1.3258 sites = 10.61 nm
Bloch period h/f = 0.2585 ps
line weights m=0,1,2,3: 0.0878, 0.3383, 0.1050, 0.0120
second moment of lines: 450.000 meV^2
--- field F = 8.0 MV/m
level spacing f = eFd = 64.000 meV, z = 2t/f = 0.46875
largest ladder error, |m|<=30: 1.0e-12 meV
largest amplitude error: 3.7e-15
rms width: 0.3315 sites = 2.65 nm
Bloch period h/f = 0.0646 ps
line weights m=0,1,2,3: 0.8946, 0.0520, 0.0007, 0.0000
second moment of lines: 450.000 meV^2
--- details at F = 2.0 MV/m
levels m=-2..2: -32.000, -16.000, 0.000, 16.000, 32.000 meV
amplitude of state m=0 on site -4: +0.02693
amplitude of state m=0 on site -3: -0.10968
amplitude of state m=0 on site -2: +0.32405
amplitude of state m=0 on site -1: -0.58163
amplitude of state m=0 on site +0: +0.29635
amplitude of state m=0 on site +1: +0.58163
amplitude of state m=0 on site +2: +0.32405
amplitude of state m=0 on site +3: +0.10968
amplitude of state m=0 on site +4: +0.02693
lowest level of long chain minus rung: -10.748 meV
11-site chain, m=2: level error 0.0405 meV
residual bound on that error: 0.4040 meV
second-neighbour hopping t2 = 6.0 meV: ladder error 4.0e-13 meV
overlap of its m=0 state with the Bessel state: 0.9652
packet return probability at half period: 0.0000
packet return probability at full period: 1.00000000
zero-field lowest level, long chain: -29.990 meV
zero-field edge of infinite chain, -2t: -30.000 meV
all good
```
